**Lead self-energies and transmission with overlapping basis functions**

For a device D coupled to a lead X, the program tests Σ_X = K_DX g_X K_XD with K = H − zS, where H and S are the Hamiltonian and overlap matrices, z is the complex energy and g_X is the isolated-lead resolvent. It asserts that this elimination reproduces the device block of a full matrix inverse, while couplings without S do not. For a chain with on-site energy ε, hopping t and neighbour overlap s, it asserts the band E(k) = (ε + 2t cos k)/(1 + 2s cos k) against diagonalization of a ring, and the self-energy against a long finite lead. The transmission formula is compared with direct wave matching, with the number of open channels in a two-orbital lead, and with the transmitted norm of a time-propagated wave packet. For ε = −0.30 hartree, t = −0.10 hartree and s = 0.20, the output shows a band 0.1905 hartree wide, against 0.400 hartree for s = 0 at the same t, a comparison that depends on the chosen energy zero. The packet's transmitted norm and the averaged transmission formula both print as 0.741706. Leaving overlap out of the contacts of a perfect chain gives transmissions of 0.842, 0.905 and 0 for three choices of energy zero, where the full coupling gives 1.

## Program and output

```python
"""Lead self-energy and transmission in a non-orthogonal basis.

Result under test: a lead X coupled to a device D gives
  Sigma_X = K_DX g_X K_XD,  K = H - z S,  g_X = (z S_XX - H_XX)^-1,
  T = Tr[Gamma_L G Gamma_R G^dagger],  Gamma = i (Sigma - Sigma^dagger).
For a chain with on-site energy eps, hopping t and neighbour overlap s:
  E(k) = (eps + 2 t cos k)/(1 + 2 s cos k),  Gamma = (1 + 2 s cos k)|dE/dk|.
Energies in hartree, lattice spacing 1, hbar = 1.
"""
import numpy as np
from scipy.linalg import eigh, solve_banded
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
eps, t, s, U = -0.30, -0.10, 0.20, 0.05
t_c, s_c = -0.07, 0.10          # modified right contact
tau0 = t - eps * s


def band(k):
    """Bloch energy as the ratio of the Bloch sums of H and S."""
    return (eps + 2 * t * np.cos(k)) / (1 + 2 * s * np.cos(k))


def sigma_band(E, e0, hop, ov):
    """Retarded self-energy of a semi-infinite chain, E inside the band."""
    a, tau = E - e0, hop - E * ov
    return (a - 1j * np.sqrt(np.maximum(4 * tau**2 - a**2, 0))) / 2


def transmission(E, shift, right, delta=0.0, keep_overlap=True):
    """One-site device; delta moves the zero of energy (H -> H + delta S).
    keep_overlap=False drops S from the two contacts only."""
    e0, hop, x = eps + delta, t + delta * s, E + delta
    g = sigma_band(x, e0, hop, s) / (hop - x * s)**2
    w = x if keep_overlap else 0.0
    k_left = hop - w * s
    k_right = right[0] + delta * right[1] - w * right[1]
    sig_l, sig_r = k_left**2 * g, k_right**2 * g
    G = 1 / (x - e0 - shift - sig_l - sig_r)
    return 4 * sig_l.imag * sig_r.imag * abs(G)**2


# Block elimination against the inverse of a complete random problem
rng = np.random.default_rng(4)
n, d = 12, 4
A = rng.normal(size=(n, n))
H_rand = (A + A.T) / 2
B = rng.normal(size=(n, n))
S_rand = np.eye(n) + 0.1 * B @ B.T
z = 0.3 + 0.2j
full = np.linalg.inv(z * S_rand - H_rand)[:d, :d]
M = z * S_rand - H_rand
g_rand = np.linalg.inv(M[d:, d:])
K = H_rand - z * S_rand
good = np.linalg.inv(M[:d, :d] - K[:d, d:] @ g_rand @ K[d:, :d])
bad = np.linalg.inv(M[:d, :d] - H_rand[:d, d:] @ g_rand @ H_rand[d:, :d])
err_good, err_bad = np.abs(good - full).max(), np.abs(bad - full).max()
assert err_good < 1e-9 and err_bad > 1e-3

# Band, edges and mean from generalized diagonalization of a ring
N = 80
shift_matrix = np.roll(np.eye(N), 1, axis=0)
neigh = shift_matrix + shift_matrix.T
ring = eigh(eps * np.eye(N) + t * neigh, np.eye(N) + s * neigh,
            eigvals_only=True)
kgrid = 2 * np.pi * np.arange(N) / N
assert np.allclose(ring, np.sort(band(kgrid)), atol=1e-11)
bottom = eps + 2 * tau0 / (1 + 2 * s)
top = eps - 2 * tau0 / (1 - 2 * s)
width = 4 * abs(tau0) / (1 - 4 * s**2)
mean = eps + tau0 / s * (1 - 1 / np.sqrt(1 - 4 * s**2))
assert np.allclose([ring[0], ring[-1], ring[-1] - ring[0], ring.mean()],
                   [bottom, top, width, mean], atol=1e-11)
h = 1e-3
curv = [(band(q + h) - 2 * band(q) + band(q - h)) / h**2 for q in (0, np.pi)]
curv0, curvpi = -2 * tau0 / (1 + 2 * s)**2, 2 * tau0 / (1 - 2 * s)**2
assert np.allclose(curv, [curv0, curvpi], rtol=1e-4)

# Chain self-energy from a long finite lead, then the real-energy limit
def sigma_complex(z):
    a, tau = z - eps, t - z * s
    root = np.sqrt(a * a - 4 * tau * tau)
    return min((a - root) / 2, (a + root) / 2, key=abs)


n_lead = 4000
for E in (-0.34, -0.25, -0.18, -0.10):
    z = E + 5e-4j
    ab = np.zeros((3, n_lead), complex)
    ab[0, 1:] = ab[2, :-1] = z * s - t
    ab[1] = z - eps
    rhs = np.zeros(n_lead, complex)
    rhs[0] = 1
    g_surface = solve_banded((1, 1), ab, rhs)[0]
    assert abs((t - z * s)**2 * g_surface - sigma_complex(z)) < 1e-9
    if bottom < E < top:
        limit = sigma_complex(E + 1e-10j)
        assert abs(limit - sigma_band(E, eps, t, s)) < 1e-7

# Broadening equals norm density times group velocity
kk = np.linspace(0.1, 3.0, 40)
speed_fd = np.abs(band(kk + 1e-5) - band(kk - 1e-5)) / 2e-5
gamma_kk = -2 * sigma_band(band(kk), eps, t, s).imag
assert np.allclose(gamma_kk, (1 + 2 * s * np.cos(kk)) * speed_fd, atol=1e-8)


# Direct wave matching: unknown reflected, device and transmitted amplitudes
def matched(k, shift, right):
    E = band(k)
    a, tau = E - eps, t - E * s
    kl, kr = t - E * s, right[0] - E * right[1]
    p = np.exp(1j * k)
    mat = np.array([[a * p - tau * p**2, -kl, 0],
                    [-kl * p, a - shift, -kr * p],
                    [0, -kr, a * p - tau * p**2]])
    rhs = np.array([-(a / p - tau / p**2), kl / p, 0])
    return abs(np.linalg.solve(mat, rhs)[2])**2


for k in (0.4, 1.2, 2.1, 2.8):
    for shift, right in ((0, (t, s)), (U, (t, s)), (U, (t_c, s_c))):
        assert abs(matched(k, shift, right)
                   - transmission(band(k), shift, right)) < 1e-9
    gam = -2 * sigma_band(band(k), eps, t, s).imag
    assert abs(matched(k, U, (t, s)) - gam**2 / (gam**2 + U**2)) < 1e-9

# Two-orbital lead: the trace must equal the number of open channels
H0 = np.array([[-0.30, -0.03], [-0.03, -0.25]])
S0 = np.array([[1.0, 0.1], [0.1, 1.0]])
H1 = np.array([[-0.10, -0.01], [-0.005, -0.08]])
S1 = np.array([[0.20, 0.03], [0.01, 0.15]])


def surface(diag, out, back):
    edge, bulk = diag.copy(), diag.copy()
    for _ in range(45):
        gb = np.linalg.inv(bulk)
        edge = edge - out @ gb @ back
        bulk = bulk - out @ gb @ back - back @ gb @ out
        out, back = out @ gb @ out, back @ gb @ back
    return np.linalg.inv(edge)


bands = []
for k in np.linspace(-np.pi, np.pi, 1002):
    p = np.exp(1j * k)
    bands.append(eigh(H0 + H1 * p + H1.T / p, S0 + S1 * p + S1.T / p,
                      eigvals_only=True))
bands = np.array(bands)
channel_rows = []
for E in (-0.45, -0.335, -0.24):
    z = E + 1e-7j
    diag, out, back = z * S0 - H0, H1 - z * S1, H1.T - z * S1.T
    sr = out @ surface(diag, out, back) @ back
    sl = back @ surface(diag, back, out) @ out
    G = np.linalg.inv(diag - sl - sr)
    gl, gr = 1j * (sl - sl.conj().T), 1j * (sr - sr.conj().T)
    trace = np.trace(gl @ G @ gr @ G.conj().T).real
    count = int(np.sum((bands[:-1] < E) & (bands[1:] >= E)))
    assert abs(trace - count) < 1e-3
    channel_rows.append((E, trace, count))
assert len({row[2] for row in channel_rows}) == 3

# Wave packet sent through the site with the modified right contact
N, site, start, spread, k0 = 1000, 500, 300, 30.0, 2 * np.pi / 3
hop, ov = np.full(N - 1, t), np.full(N - 1, s)
hop[site], ov[site] = t_c, s_c
onsite = np.full(N, eps)
onsite[site] += U
H = np.diag(onsite) + np.diag(hop, 1) + np.diag(hop, -1)
S = np.eye(N) + np.diag(ov, 1) + np.diag(ov, -1)
levels, vecs = eigh(H, S)
j = np.arange(N)
c0 = np.exp(-(j - start)**2 / (4 * spread**2) + 1j * k0 * j)
c0 = c0 / np.sqrt((c0.conj() @ S @ c0).real)
amps = vecs.T @ (S @ c0)
S_right = S[site + 1:, site + 1:]


def state(time):
    return vecs @ (np.exp(-1j * levels * time) * amps)


def right_norm(time):
    c = state(time)[site + 1:]
    return (c.conj() @ S_right @ c).real


v0 = abs(band(k0 + 1e-5) - band(k0 - 1e-5)) / 2e-5
t_hit, t_end = (site - start) / v0, 2 * (site - start) / v0
packet_T = right_norm(t_end)
kf = 2 * np.pi * np.fft.fftfreq(N)
weight = np.abs(np.fft.fft(c0))**2 * (1 + 2 * s * np.cos(kf))
weight = weight / weight.sum()
average_T = np.sum(weight * transmission(band(kf), U, (t_c, s_c)))
naive_average = np.sum(weight * transmission(band(kf), U, (t_c, s_c),
                                             keep_overlap=False))
assert abs(packet_T - average_T) < 1e-5
assert abs(packet_T - naive_average) > 1e-2

# Flux identity during the collision
dt = 0.5
rate = (right_norm(t_hit + dt) - right_norm(t_hit - dt)) / (2 * dt)
c = state(t_hit)
i_cdot = vecs @ (levels * np.exp(-1j * levels * t_hit) * amps)
flux = 2 * (c[site + 1].conj() * (t_c * c[site] - s_c * i_cdot[site])).imag
assert abs(rate - flux) < 1e-4 * abs(flux)

# Change of energy zero: full coupling invariant, overlap-free coupling not
E1 = band(k0)
shifts = (0.0, 0.3, 0.5)
right_T = [transmission(E1, 0, (t, s), q) for q in shifts]
naive_T = [transmission(E1, 0, (t, s), q, False) for q in shifts]
assert np.allclose(right_T, 1, atol=1e-10)
assert max(naive_T) - min(naive_T) > 0.1

print(f"on-site energy eps = {eps:.2f} hartree")
print(f"hopping t = {t:.2f} hartree, overlap s = {s:.2f}")
print(f"site shift U = {U:.2f} hartree")
print(f"tau0 = t - eps s = {tau0:.4f} hartree")
print(f"band bottom (k=0) = {bottom:.5f} hartree")
print(f"band top (k=pi) = {top:.5f} hartree")
print(f"band width = {width:.5f} hartree = {width*HARTREE_EV:.3f} eV")
print(f"bottom below eps by {eps-bottom:.5f} hartree")
print(f"top above eps by {top-eps:.5f} hartree")
print(f"mean band energy over k = {mean:.5f} hartree")
print(f"s=0 chain, same eps and t: bottom = {eps+2*t:.3f} hartree")
print(f"s=0 chain, same eps and t: top = {eps-2*t:.3f} hartree")
print(f"s=0 chain, same eps and t: width = {4*abs(t):.3f} hartree")
print(f"curvature at k=0 = {curv0:.5f} hartree")
print(f"curvature at k=pi = {curvpi:.5f} hartree")
print(f"curvature magnitude ratio top/bottom = {abs(curvpi/curv0):.3f}")
print("k/pi, S(k), E, |dE/dk|, Gamma (last three in hartree):")
for frac in (0, 1/3, 1/2, 2/3, 1):
    q = frac * np.pi
    sk = 1 + 2 * s * np.cos(q)
    vel = abs(2 * tau0 * np.sin(q)) / sk**2
    gam = -2 * sigma_band(band(q), eps, t, s).imag
    print(f"  {frac:.3f} {sk:.3f} {band(q):.5f} {vel:.5f} {gam:.5f}")
sig1 = sigma_band(E1, eps, t, s)
print(f"chosen energy at k=2pi/3: E = {E1:.5f} hartree")
print(f"coupling t - E s there = {t-E1*s:.5f} hartree")
print(f"Sigma there = {sig1.real:.5f} {sig1.imag:+.5f} i hartree")
print(f"T, perfect chain = {transmission(E1, 0, (t, s)):.5f}")
print(f"T, site shifted by U = {transmission(E1, U, (t, s)):.5f}")
print(f"right contact: hopping {t_c:.2f} hartree, overlap {s_c:.2f}")
print(f"right contact coupling at E = {t_c-E1*s_c:.5f} hartree")
print(f"T, U and modified contact = {transmission(E1, U, (t_c, s_c)):.5f}")
print("perfect chain: energy-zero shift (hartree), T, T without S in contacts")
for q, a, b in zip(shifts, right_T, naive_T):
    print(f"  {q:.1f} {a:.5f} {abs(b):.5f}")
print(f"packet: {N} sites, device index {site}, start index {start}")
print(f"packet: width parameter {spread:.0f} sites, k0/pi = {k0/np.pi:.4f}")
print(f"packet: final time = {t_end:.1f} atomic units")
print(f"packet: transmitted S-norm = {packet_T:.6f}")
print(f"packet: averaged trace formula = {average_T:.6f}")
print(f"packet: average without S in contacts = {naive_average:.6f}")
print(f"collision: rate of right norm = {rate:.6e} per atomic time unit")
print(f"collision: contact flux = {flux:.6e} per atomic time unit")
print("two-orbital lead: E (hartree), trace formula, open channels")
for E, trace, count in channel_rows:
    print(f"  {E:.3f} {abs(trace):.5f} {count}")
print(f"random blocks: largest error with H - zS = {err_good:.1e} (1/hartree)")
print(f"random blocks: largest error with H only = {err_bad:.1e} (1/hartree)")
print("verified")
```

Printed output:

```
on-site energy eps = -0.30 hartree
hopping t = -0.10 hartree, overlap s = 0.20
site shift U = 0.05 hartree
tau0 = t - eps s = -0.0400 hartree
band bottom (k=0) = -0.35714 hartree
band top (k=pi) = -0.16667 hartree
band width = 0.19048 hartree = 5.183 eV
bottom below eps by 0.05714 hartree
top above eps by 0.13333 hartree
mean band energy over k = -0.28178 hartree
s=0 chain, same eps and t: bottom = -0.500 hartree
s=0 chain, same eps and t: top = -0.100 hartree
s=0 chain, same eps and t: width = 0.400 hartree
curvature at k=0 = 0.04082 hartree
curvature at k=pi = -0.22222 hartree
curvature magnitude ratio top/bottom = 5.444
k/pi, S(k), E, |dE/dk|, Gamma (last three in hartree):
  0.000 1.400 -0.35714 0.00000 -0.00000
  0.333 1.200 -0.33333 0.04811 0.05774
  0.500 1.000 -0.30000 0.08000 0.08000
  0.667 0.800 -0.25000 0.10825 0.08660
  1.000 0.600 -0.16667 0.00000 -0.00000
chosen energy at k=2pi/3: E = -0.25000 hartree
coupling t - E s there = -0.05000 hartree
Sigma there = 0.02500 -0.04330 i hartree
T, perfect chain = 1.00000
T, site shifted by U = 0.75000
right contact: hopping -0.07 hartree, overlap 0.10
right contact coupling at E = -0.04500 hartree
T, U and modified contact = 0.74174
perfect chain: energy-zero shift (hartree), T, T without S in contacts
  0.0 1.00000 0.84211
  0.3 1.00000 0.90459
  0.5 1.00000 0.00000
packet: 1000 sites, device index 500, start index 300
packet: width parameter 30 sites, k0/pi = 0.6667
packet: final time = 3695.0 atomic units
packet: transmitted S-norm = 0.741706
packet: averaged trace formula = 0.741706
packet: average without S in contacts = 0.662150
collision: rate of right norm = 1.066779e-03 per atomic time unit
collision: contact flux = 1.066779e-03 per atomic time unit
two-orbital lead: E (hartree), trace formula, open channels
  -0.450 0.00000 0
  -0.335 1.00000 1
  -0.240 2.00000 2
random blocks: largest error with H - zS = 2.9e-16 (1/hartree)
random blocks: largest error with H only = 1.1e-01 (1/hartree)
verified
```
